\section*{Linear field enhancement of Onsager escape for isotropic starting pairs, part 2}

A carrier diffuses, with diffusion constant $D$, in an unbounded isotropic medium of permittivity $\varepsilon$ at temperature $T$. An opposite elementary charge at the origin attracts it, and a uniform field of magnitude $E\ge0$ pulls it along $+z$ with force $eE$. The start is at distance $r$ (r0 in the numerical output), at angle $\theta$ to this force, so $z=r\cos\theta$. Formulas are in SI form, $k$ is Boltzmann's constant, and
\[
r_c=\frac{e^2}{4\pi\varepsilon kT},\qquad f=\frac{eE}{kT},\qquad A=\frac{r_c}{r},\qquad B=\frac f2(r+z).
\]
Here $r_c$ is the Onsager radius and $1/f$ the field length. The probability $p$ of escaping recombination at a point sink, $r=0$, obeys
\begin{equation}
\nabla^2p+f\,\partial_zp-\frac{r_c}{r^2}\,\partial_rp=0,\qquad p\to0\ (r\to0),\qquad p\to1\ (r\to\infty).
\label{eq:pde}
\end{equation}
With independent Poisson numbers $N_A$, $N_B$ of means $A$, $B$, the closed solution is
\begin{equation}
p=\mathrm{Prob}(N_B\ge N_A)=\sum_{m=0}^{\infty}e^{-A}\frac{A^m}{m!}\sum_{k=m}^{\infty}e^{-B}\frac{B^k}{k!}.
\label{eq:closed}
\end{equation}
Subscripts on $p$ that name $A$ or $B$ denote partial derivatives:
\begin{equation}
p_{BB}=\mathrm{Prob}(N_A=N_B+2)-\mathrm{Prob}(N_A=N_B+1).
\label{eq:pBB}
\end{equation}
At weak field
\begin{equation}
p=e^{-A}\left[1+AB+\left(\frac{A^2}{4}-\frac A2\right)B^2+O(B^3)\right].
\label{eq:taylor}
\end{equation}
The mean over isotropic starting directions at fixed $r$, written $\bar P$, is
\begin{equation}
\bar P=e^{-r_c/r}\left[1+\frac{r_cf}{2}+\frac{f^2r_c(r_c-2r)}{12}+O(f^3)\right].
\label{eq:main}
\end{equation}
Its relative slope in the field does not depend on $r$:
\begin{equation}
s=\frac{1}{\bar P}\frac{d\bar P}{dE}\bigg|_{E\to0^+}=\frac{e\,r_c}{2kT}=\frac{e^3}{8\pi\varepsilon k^2T^2},
\label{eq:slope}
\end{equation}
For a fixed direction the relative slope is $s(1+\cos\theta)$.

For a neutral sphere of radius $b$ that absorbs on contact, without Coulomb attraction, the isotropic escape probability is
\begin{equation}
\bar P=1-\bar h=\left(1-\frac br\right)\left(1+\frac{fb}{2}\right)+O(f^2).
\label{eq:neutral}
\end{equation}
Here $\bar h$ is the mean capture probability.

The closed solution was checked against a direct numerical solution of \eqref{eq:pde}, using finite differences in $\ln r$ and Legendre polynomials in the angle.

\subsection{Error bound and a spread of distances}

Equation \eqref{eq:pBB} is a difference of two probabilities, so $|p_{BB}|\le1$. The remainder of the linear expansion is at most $B^2/2$, and its average gives
\begin{equation}
\left|\bar P-e^{-r_c/r}\left(1+\frac{r_cf}{2}\right)\right|\le\frac{f^2r^2}{6}.
\label{eq:bound}
\end{equation}
This limits the absolute error. It says little about the relative error when $r\ll r_c$, because $\bar P$ is then very small.

Let the distances have a normalized distribution $G(r)$ that does not change with the field and has a finite second moment. Averaging \eqref{eq:main} and using \eqref{eq:bound} for the remainder, we find
\begin{equation}
Y(E)=\left(1+\frac{r_cf}{2}\right)\int G(r)\,e^{-r_c/r}\,dr+O(f^2).
\end{equation}
The relative slope is again $s$. For $G\propto r^2e^{-(r/0.6r_c)^2}$, cut off at $0.02\,r_c$ and $4\,r_c$, the closed solution gave a relative slope in $r_cf$ of $0.4999$ from a step $r_cf=10^{-3}$, against the predicted $0.5$.

\subsection{Why the law is linear in the magnitude of the field}

Reversing the field cannot change an isotropic average, so \eqref{eq:main} is linear in $|E|$, with a cusp at zero field. An expansion near the centre alone does not supply this term. Write $p=p_0+fp_1+\dots$ with $p_0=e^{-r_c/r}$. The source of $p_1$ in the differential equation is $-\partial_zp_0$, which is proportional to $\cos\theta$ and averages to zero. The isotropic part of $p_1$ therefore obeys the field-free equation. Since it vanishes at the sink, it equals $C\,e^{-r_c/r}$ with a constant $C$ that must come from large distances.

There $A\ll1$, and capture requires $N_B<N_A$. The leading contribution has $N_A=1$ and $N_B=0$, while $N_A\ge2$ has a probability of order $A^2$. Thus
\begin{equation}
1-p=\frac{r_c}{r}\,e^{-f(r+z)/2}+O(A^2).
\label{eq:far}
\end{equation}
For $r_c\ll r\ll1/f$ the exponential may be expanded. The term without $1/r$ is $-\tfrac12r_cf(1+\cos\theta)$, and its isotropic part gives $C=r_c/2$. The linear enhancement thus comes from carriers that would have returned from distances of order $1/f$ and that the field carries away.

This shows when the law fails in a small sample. Suppose that a concentric sphere of radius $L$ collects the carriers, and let $f\to0$ at fixed $L$. The isotropic part of $p_1$ must then vanish at the sink and at $L$, and the field-free equation leaves zero as the solution. The linear term is lost when $fL\ll1$, and the enhancement starts at second order.

\subsection{Capture at a finite radius}

Now let the carrier be absorbed at $r=b$, and let $\bar P_b(r)$ be the isotropic escape probability. Compare this with the point sink. A carrier that escapes the point sink either never touches the sphere $b$, or touches it first at some direction $\Omega$ and escapes from there with probability $p(b,\Omega)$. Averaged over starts,
\begin{equation}
\bar P(r)=\bar P_b(r)+\int H(\Omega)\,p(b,\Omega)\,d\Omega,\qquad \int H\,d\Omega=1-\bar P_b(r),
\label{eq:markov}
\end{equation}
where $H$ is the density of first contacts.

At zero field $H$ is uniform by symmetry, and it approaches this form as $f\to0$. To see this, separate contacts made before and after a first visit to a large radius $R$. Those made before depend continuously on the drift, since the region is bounded. For those made after, apply the same decomposition to a start at $R$. It shows that the chance of contact is at most $(r_c/R)/(1-p_{\max})$, where $p_{\max}$ is the largest $p$ on the sphere $b$. This is small for large $R$, uniformly in weak fields.

By \eqref{eq:taylor}, $p(b,\Omega)$ differs from its mean $\bar P(b)$ by a term of order $f$. The product of this term with the vanishing anisotropy of $H$ is smaller than order $f$, which we write $o(f)$. So
\begin{equation}
\bar P(r)=\bar P_b(r)+[1-\bar P_b(r)]\,\bar P(b)+o(f)
\;\Rightarrow\;
\bar P_b(r)=\frac{\bar P(r)-\bar P(b)}{1-\bar P(b)}+o(f).
\end{equation}
Let $q=e^{-r_c/r}$, $u=e^{-r_c/b}$ and $\epsilon=r_cf/2$. To first order in $\epsilon$,
\begin{equation}
\bar P_b=\frac{(q-u)(1+\epsilon)}{1-u-u\epsilon}
=\frac{q-u}{1-u}\left[1+\epsilon+\frac{u\,\epsilon}{1-u}\right]
=\frac{q-u}{1-u}\left[1+\frac{\epsilon}{1-u}\right].
\end{equation}
The relative slope in $f$ becomes
\begin{equation}
\frac{r_c}{2(1-e^{-r_c/b})},
\label{eq:sphere}
\end{equation}
which is still independent of $r$. For $b\ll r_c$ it returns to $r_c/2$. When the attraction is switched off, $r_c\to0$, it becomes $b/2$, as found for the neutral sphere in \eqref{eq:neutral}.

The direct numerical solution was repeated at four fields, $r_cf=0.015$ to $0.06$, with an outer radius of $800\,r_c$, and the slope was taken from a cubic fit. For $b=0.5\,r_c$ and starts at $r_c$, $2r_c$ and $3r_c$ the relative slope in $r_cf$ was $0.5782$ each time, where \eqref{eq:sphere} gives $0.5783$. For $b=0.1\,r_c$ both were $0.5000$.

\subsection{Example: a thick film of amorphous selenium}

For amorphous selenium, take a relative permittivity of $6.3$, a temperature of $300$ K, a film of $50\ \mu$m and a field of $0.01$ MV/cm. The material values are rough and typical, and the field is chosen low. Extra digits below serve to compare formulas within the model.

The thermal energy is $0.02585$ eV, and $r_c=8.84$ nm. The field is $0.001$ V/nm, so $1/f=0.02585/0.001=25.85$ nm. Then
\begin{equation}
r_cf=\frac{8.841}{25.85}=0.342,\qquad \frac{r_cf}{2}=0.171,\qquad s=\frac{0.171}{0.01\ \mathrm{MV/cm}}=17.1\ \mathrm{cm/MV},
\end{equation}
or $1.71\times10^{-5}$ cm/V. For a start at $5$ nm the zero-field yield is $e^{-8.841/5}=0.171$, close to the enhancement by coincidence. The table compares three distances at this field.

\begin{center}
\begin{tabular}{cccc}
$r$ (nm) & $\bar P(E=0)$ & enhancement & second-order term\\
2.5 & 0.029 & 0.1752 & $+0.0042$\\
5 & 0.171 & 0.1696 & $-0.0013$\\
10 & 0.413 & 0.1592 & $-0.0123$
\end{tabular}
\end{center}

The enhancement is $\bar P(E)/\bar P(0)-1$ from the closed solution. The yield varies by a factor of fourteen, while the enhancement stays near $0.171$. The second-order term accounts for most of the differences, and its sign changes between $2.5$ and $5$ nm, as it should at $r_c/2=4.4$ nm.

With the start held at $5$ nm, the enhancement at $0.03$ MV/cm is $0.498$, and the linear law gives $0.513$. At $0.1$ MV/cm the values are $1.50$ and $1.71$, an excess of $14\%$ relative to the closed solution. At such fields \eqref{eq:closed} should replace the linear law.

\subsection{The model beside the real material}

One assumption open to doubt in selenium is continuous diffusion close to the partner charge. For a transport step of roughly $0.5$ nm, the Coulomb energy falls by $0.18\,kT$ over a step centred at $5$ nm, and by $1\,kT$ over one centred at $2.1$ nm. If every carrier that comes within $2.1$ nm were captured, \eqref{eq:sphere} would raise the slope by $1.5\%$, while the zero-field yield from $5$ nm would fall by $7\%$. By the formulas above, the fractional fall of the yield is $e^{r_c/r}-1$ times the fractional rise of the slope. The slope is therefore the less sensitive of the two for starts within $r_c/\ln 2$, about $13$ nm, but not for more distant ones. For a localization length of $0.3$ nm and $10^{13}$ attempts per second, tunnelling to the partner at $1$ nm has $0.035$ of the diffusive rate $D/r^2$. With a mobility of $0.14$ cm$^2$/Vs and a lifetime of $50\ \mu$s, the diffusion length before deep trapping is $4.3\ \mu$m, far above $1/f$. For pairs created in the middle of the film, the electrodes are about $970$ field lengths away. Pairs created within a few field lengths of an electrode are not covered by the model. At a chosen pair density of $10^{13}$ cm$^{-3}$ a single neighbouring charge at the mean spacing adds about $0.1\%$ of the applied field, which is itself near one hundredth of a rough breakdown field of $1$ MV/cm. Space charge sets a stricter limit. Carriers of one sign at this density, separated from their partners across the whole film of thickness $d$, would produce a field $end/\varepsilon$ (with $n$ the density) of about $1.4$ times the applied one. The density of separated carriers must therefore stay far below $10^{13}$ cm$^{-3}$ for the field to remain uniform. Warming to $310$ K at fixed permittivity lowers the slope by $6\%$, to $16.0$ cm/MV. A charge-trap layer a few nanometres thick breaks the assumption of an unbounded medium: at $0.01$ MV/cm it is much thinner than the $26$ nm field length found here. For the concentric collector treated above, that regime removes the linear term altogether, so \eqref{eq:slope} should not be applied to such a layer.

\subsection{Using the law in a fit}

Suppose that a measured yield is $Y=Y_0(1+sE+aE^2)$ at low field, and that any efficiency factor multiplying $\bar P$ is independent of the field. The factor cancels from $s$ and $a$. For a point sink and isotropic starting directions, the slope then tests the model if $\varepsilon$ and $T$ are known, or gives $\varepsilon T^2$ if the model is taken as valid. It carries no information on the starting distance. For a single distance and a point sink, the curvature does. From \eqref{eq:main},
\begin{equation}
a=\left(\frac{e}{kT}\right)^2\frac{r_c(r_c-2r)}{12}
\quad\Rightarrow\quad
r=\frac{r_c}{2}-\frac{6a}{r_c}\left(\frac{kT}{e}\right)^2 .
\end{equation}
For a spread of distances the same formula returns the mean of $r$ weighted with $G(r)\,e^{-r_c/r}$, because the curvature is linear in $r$. The fit must stay at fields where third-order terms are negligible, yet high enough that $1/f$ is well below the distance to the electrodes and below the diffusion length before permanent trapping. If no field satisfies both conditions, the intercept and slope of the data do not have the meaning given to them here. 
Trapping during transit makes the efficiency factor depend on the field. For pairs created close to one electrode, so that holes alone cross the thickness $d$ with drift length $w=\mu\tau E$, where $\mu$ is the mobility and $\tau$ the trapping lifetime, the collected fraction of the charge is $(w/d)(1-e^{-d/w})$. With the selenium values above it rises from $0.89$ at $0.003$ MV/cm to $0.98$ at $0.02$ MV/cm. This is a sizeable part of the change that the linear law predicts over the same range, so the measured yield must be divided by the collected fraction before $s$ and $a$ are fitted. The fraction depends on where the pairs are created. For pairs in the middle of the film each carrier crosses $d/2$ and contributes $(w/d)(1-e^{-d/2w})$ with its own drift length, so the electron values are needed as well. Pairs created close to an electrode must still lie many field lengths from it, and $1/f$ is $86$ nm at $0.003$ MV/cm. The fit is sensitive to this correction. Over $0.003$ to $0.02$ MV/cm a quadratic fit to the closed solution returns $5.2$ nm for a start at $5$ nm and $9.2$ nm for one at $10$ nm. If $\mu\tau$ in the hole correction is taken $20\%$ too large, the start at $5$ nm gives $s\approx20$ cm/MV and $r\approx8.8$ nm. The numerical output lists the material values used in the selenium example.

\section*{Table of computed values}
\begin{verbatim}
Tests (lengths in units of rc)
largest relative error, full-field solution: 4.1e-04
relative slope in f from the equation, r = 1, 2, 3:
  sink 0.1: 0.5000, 0.5000, 0.5000; formula 0.5000
  sink 0.5: 0.5782, 0.5782, 0.5782; formula 0.5783
  cos(theta) part, sink 0.1: 0.5001, 0.5000, 0.5000
relative slope for a spread of distances: 0.4999
Example: amorphous selenium, rough typical values
relative permittivity 6.3, temperature 300 K
field 0.01 MV/cm, film thickness 50 um
thermal energy kT: 0.02585 eV
Onsager radius rc: 8.841 nm
field length 1/f: 25.85 nm
rc*f: 0.3420
relative slope: 17.10 cm/MV = 1.710e-05 cm/V
linear enhancement at this field: 0.1710
r0 (nm) | P at E=0 | P exact | exact enh. | 2nd order | slope cm/MV
   2.5 | 0.02911 | 0.03421 | 0.1752 | +0.00423 | 17.10
   5.0 | 0.17063 | 0.19957 | 0.1696 | -0.00128 | 17.10
  10.0 | 0.41307 | 0.47884 | 0.1592 | -0.01230 | 17.10
Field scan at r0 = 5 nm: E (MV/cm), exact and linear enhancement
  0.003: 0.0512, 0.0513
  0.010: 0.1696, 0.1710
  0.030: 0.4984, 0.5130
  0.100: 1.5020, 1.7100
Neglected effects (rough), r0 = 5 nm
Coulomb energy drop per 0.5 nm step at r0: 0.177 kT
radius where the drop per step is 1 kT: 2.10 nm
if all inside it are captured: slope +1.51 %, zero-field yield -7.4 %
assumed localization length 0.3 nm, attempts 1e+13 /s
tunnelling / diffusion rate at 1 nm: 0.035
mobility 0.14 cm2/Vs, lifetime 50 us: diffusion length 4.3 um
half film thickness times f: 967
pair density 1e+13 /cm3: spacing 464 nm, neighbour/applied field 1.1e-03
applied / rough breakdown field (1.0 MV/cm): 0.01
slope at 310 K: 16.01 cm/MV (-6.3 %)
\end{verbatim}
